# Phase coexistence in a gated monolayer at fixed voltage and fixed charge, part 2

A gated monolayer can be in phase H, a semiconductor, or phase T, a semimetal that lies higher by $\Delta>0$ per formula unit when neutral. Added electrons can make T stable. We seek the coexistence voltage $V_t=v_t/e$.

Here $e>0$, $V$ is the gate voltage relative to the film, and $v=eV$ (in eV, numerically $V$ in volts). For phase $i$, $a_i$ is the area per formula unit, $D_i$ the density of states per area and $q_i$ the number of added electrons per formula unit; $q$ is the film's mean. $C$ is the gate capacitance per area and $x$ the fraction of formula units in T. The film slides freely, each domain is its own parallel-plate capacitor, and the temperature is zero.

The transfer thresholds follow from the gate work function $W_g$, the electron affinity $\chi_{\rm H}$ and the work function $W_{\rm T}$:

$$w_{\rm H}=W_g-\chi_{\rm H},\qquad w_{\rm T}=W_g-W_{\rm T},\tag{1}$$

with $w_{\rm T}<w_{\rm H}$. A parabolic band of mass $m$ and total degeneracy $g$ has

$$D=\frac{gm}{2\pi\hbar^2}.\tag{3}$$

The energy of film, gate and field per formula unit is

$$f_i(q)=\varepsilon_i+w_iq+\frac{q^2}{2\kappa_i},\qquad \kappa_i=\frac{a_i}{e^2/C+1/D_i},\tag{5}$$

with $\varepsilon_{\rm T}-\varepsilon_{\rm H}=\Delta$. Including source work, the grand energy $G_i$ is the minimum of $f_i-vq$. Above threshold $q_i=\kappa_i(v-w_i)$ and

$$G_i=\varepsilon_i-(v-w_i)q_i+\frac{q_i^2}{2\kappa_i}
=\varepsilon_i-\frac{\kappa_i}{2}(v-w_i)^2.\tag{8}$$

For $w_{\rm T}\le v\le w_{\rm H}$, H is neutral and $G_{\rm H}=\varepsilon_{\rm H}$. Coexistence requires

$$G_{\rm H}(v_t)=G_{\rm T}(v_t).\tag{10}$$

With $G_t$ this common value, the line $G_t+v_tq$ is the common tangent of $f_{\rm H}$ and $f_{\rm T}$, touching at $q_{\rm H}$ and $q_{\rm T}$. At fixed charge, neglecting wall energy, the lever rule is

$$x=\frac{q-q_{\rm H}}{q_{\rm T}-q_{\rm H}},\qquad q_{\rm H}\le q\le q_{\rm T}.\tag{17}$$

If source work is omitted and the $f_i$ are compared at equal voltage,

$$\frac{d}{dv}(f_{\rm T}-f_{\rm H})=
\begin{cases}v\,\kappa_{\rm T},&w_{\rm T}<v<w_{\rm H},\\ v(\kappa_{\rm T}-\kappa_{\rm H}),&v>w_{\rm H}.\end{cases}\tag{19}$$

The difference is $\Delta$ at $v=w_{\rm T}$ and never falls below it if $w_{\rm T}\ge0$ and $\kappa_{\rm T}\ge\kappa_{\rm H}$.

### Solution for the coexistence voltage

Define

$$u=v_t-w_{\rm T},\qquad \delta=w_{\rm H}-w_{\rm T}>0.$$

If H is still neutral at the transition, equality of the grand energies reads $\Delta-\kappa_{\rm T}u^2/2=0$, so

$$u=\sqrt{\frac{2\Delta}{\kappa_{\rm T}}},\qquad q_{\rm H}=0,\qquad q_{\rm T}=\sqrt{2\Delta\kappa_{\rm T}}.\tag{20}$$

This requires $u\le\delta$, that is, $\Delta\le\kappa_{\rm T}\delta^2/2$. At fixed charge, and with wall energy neglected, the first added electrons then already produce some T phase.

If $\Delta>\kappa_{\rm T}\delta^2/2$, both phases are charged, and

$$\Delta=\frac{\kappa_{\rm T}}2u^2-\frac{\kappa_{\rm H}}2(u-\delta)^2.\tag{21}$$

Expanding the square and multiplying by two,

$$(\kappa_{\rm T}-\kappa_{\rm H})u^2+2\kappa_{\rm H}\delta u-(\kappa_{\rm H}\delta^2+2\Delta)=0.$$

One quarter of the discriminant is

$$S^2=\kappa_{\rm H}^2\delta^2+(\kappa_{\rm T}-\kappa_{\rm H})(\kappa_{\rm H}\delta^2+2\Delta).$$

The terms in $\kappa_{\rm H}^2\delta^2$ cancel, leaving

$$S=\sqrt{\kappa_{\rm H}\kappa_{\rm T}\delta^2+2\Delta(\kappa_{\rm T}-\kappa_{\rm H})}.\tag{22}$$

The root reached first on raising the voltage is $u=(S-\kappa_{\rm H}\delta)/(\kappa_{\rm T}-\kappa_{\rm H})$. Multiplying numerator and denominator by $S+\kappa_{\rm H}\delta$ removes the apparent singularity at $\kappa_{\rm T}=\kappa_{\rm H}$:

$$u=\frac{\kappa_{\rm H}\delta^2+2\Delta}{\kappa_{\rm H}\delta+S}.\tag{23}$$

The width of the charge interval follows from the same root:

$$q_{\rm T}-q_{\rm H}=\kappa_{\rm T}u-\kappa_{\rm H}(u-\delta)=(\kappa_{\rm T}-\kappa_{\rm H})u+\kappa_{\rm H}\delta=S.\tag{24}$$

For equal $\kappa_i=\kappa$, these results become

$$v_t=\frac{w_{\rm H}+w_{\rm T}}2+\frac{\Delta}{\kappa\delta},\qquad q_{\rm H,T}=\frac\Delta\delta\mp\frac{\kappa\delta}2.\tag{25}$$

Each electron saves $\delta$ by entering T instead of H, so about $\Delta/\delta$ electrons per formula unit are needed to pay for the structural energy.

If $\kappa_{\rm T}<\kappa_{\rm H}$, the charging of H eventually outpaces that of T. The square root in (22) is then real only for

$$\Delta\le\Delta_{\max}=\frac{\kappa_{\rm H}\kappa_{\rm T}\delta^2}{2(\kappa_{\rm H}-\kappa_{\rm T})}.\tag{26}$$

Above this bound no voltage on the electron side stabilises T. Below it, the quadratic has a second root at higher voltage, where H becomes stable again within the model.

### Uniform films and the cost of a wall

A small film at fixed charge may remain uniform, because a domain wall costs energy. Let both phases be charged at coexistence. Subtracting the common tangent from each parabola leaves

$$f_i(q)-(G_t+v_tq)=\frac{(q-q_i)^2}{2\kappa_i},\tag{27}$$

since the difference has zero value and slope at $q_i$ and curvature $1/\kappa_i$. The uniform phases have equal energy at a charge $q_x$ where

$$\frac{q_x-q_{\rm H}}{\sqrt{\kappa_{\rm H}}}=\frac{q_{\rm T}-q_x}{\sqrt{\kappa_{\rm T}}}=\frac{S}{\sqrt{\kappa_{\rm H}}+\sqrt{\kappa_{\rm T}}}.\tag{28}$$

The last equality follows by adding the two numerators and the two denominators. The energy gained by separating into two phases at $q_x$ is therefore

$$\gamma_s=\frac{S^2}{2(\sqrt{\kappa_{\rm H}}+\sqrt{\kappa_{\rm T}})^2}\tag{29}$$

per formula unit. This is the largest gain in the interval: below $q_x$ the better uniform phase is H, whose excess (27) rises with $q$, and above $q_x$ it is T, whose excess falls.

Let one straight wall of energy $\lambda$ per length cross a film of length $L$ and width $b$. It costs $\lambda b$, while separation gains $\gamma_sLb/a_{\rm H}$, counted from the uniform H film. Separation is favourable at $q_x$ if

$$L>L_{\min}=\frac{\lambda a_{\rm H}}{\gamma_s}.\tag{30}$$

At fixed voltage there is no such gain. At $V_t$ a wall adds its energy $\lambda$, so within the local-capacitor model a single-phase film is lowest. Stray fields at the wall, which the model neglects, lower the energy by an amount that grows logarithmically with domain width; for the example below this is a few hundredths of an eV/nm, far smaller than the $\lambda$ chosen there.

### Ion-gated MoTe2

The numbers below are rough typical values for monolayer MoTe2, with 2H as phase H and 1T′ as phase T. The gate is a large-area electrode in an ionic liquid, and its own double layer is taken to absorb a negligible voltage. The double layer at the film has $C=10\ \mu{\rm C/(V\,cm^2)}$, equivalent to $e^2/C=1/0.6242=1.602$ eV nm².

The structural energy is $\Delta=0.040$ eV. With $W_g=4.5$, $\chi_{\rm H}=4.0$ and $W_{\rm T}=4.4$ eV, the thresholds are $w_{\rm H}=0.50$ and $w_{\rm T}=0.10$ eV, so $\delta=0.40$ eV. A mass of $0.55\,m_e$ and $g=4$ give $D_{\rm H}=4.595$ per eV nm²; $D_{\rm T}=6.0$ in the same unit is an assumed value. Only the lowest conduction valleys of H are counted; at the transition they are filled to about 0.16 eV, where higher valleys may begin to fill. Then

$$\kappa_{\rm H}=\frac{0.10730}{1.602+0.218}=0.05896,\qquad
\kappa_{\rm T}=\frac{0.11006}{1.602+0.167}=0.06222$$

per eV. A neutral H phase at the transition would require $\Delta\le0.06222(0.40)^2/2=0.0050$ eV, so both phases are charged. Equation (22) gives

$$S=\sqrt{0.000587+0.000261}=0.0291,$$

and (23) gives

$$u=\frac{0.00943+0.08000}{0.02358+0.02911}=1.697\ {\rm eV}.$$

The coexistence voltage is $V_t=1.80$ V. Two numerical calculations started from integrated band filling and field energy, without using the closed formulas. Numerical minimisation at fixed voltage and the convex hull of the sampled energy curves both gave 1.7972 V, as did the formula.

At this voltage $q_{\rm H}=0.0765$ and $q_{\rm T}=0.1056$. The densities are $7.1\times10^{13}$ and $9.6\times10^{13}$ cm⁻², or 11.4 and 15.4 μC/cm². For a fixed mean charge $q=0.090$, the lever rule gives

$$x=\frac{0.0900-0.0765}{0.0291}=0.46.$$

Direct minimisation over the phase fraction and the charge of H gives the same fraction.

The source supplies $1.797\times0.02911=0.0523$ eV per converted formula unit. The terms of (5) show where it goes: 40 meV into structural energy, 37.5 meV into the field and 2.5 meV into band filling, while the lower threshold of T returns 27.7 meV. Without source work, the calculated difference $f_{\rm T}-f_{\rm H}$ is nowhere below 40 meV between 0.1 and 5 V, in accordance with (19).

A film that stays uniform changes phase at $q_x=0.0908$. At this fixed charge its voltage drops from 2.04 to 1.56 V, because T needs less voltage to hold the charge. The gain from separation is $\gamma_s=1.75$ meV. For a chosen wall energy of 1 eV/nm, $L_{\min}=0.1073/0.001748=61$ nm. This is much larger than the nanometre thickness of the double layer, as the local-capacitor assumption requires.

The bound (26) can be illustrated by lowering $D_{\rm T}$ to 1.5 per eV nm², with the other parameters fixed. It becomes 21.9 meV. In a numerical scan from 0.1 to 6 V, T became stable somewhere when $\Delta$ was 2% below the bound and nowhere when it was 2% above. With $\Delta=40$ meV the result therefore depends strongly on the assumed $D_{\rm T}$: (23) gives $V_t=2.19$ V at $D_{\rm T}=3$ and 2.91 V at 2.2 per eV nm², and at 2.0 the bound falls below $\Delta$, so that no transition remains.

### Sensitivity and neglected effects

Small changes of the parameters shift the equality $G_{\rm H}=G_{\rm T}$. From (8), $\partial G_i/\partial w_i=q_i$ and $\partial G_i/\partial v=-q_i$. Balancing the changes on the two sides gives

$$dv_t=\frac{d\Delta+q_{\rm T}\,dw_{\rm T}-q_{\rm H}\,dw_{\rm H}}{q_{\rm T}-q_{\rm H}}.\tag{31}$$

An error of 10 meV in $\Delta$ moves $V_t$ by 0.34 V. Raising $w_{\rm H}$ alone by 10 meV lowers it by about $0.010\times0.0765/0.0291=0.026$ V. The small charge difference in the denominator makes the voltage sensitive to both. A difference in vibrational free energy enters as a change in $\Delta$ and is not calculated here.

Electronic temperature matters much less. With thermal occupation at 300 K, $V_t$ changes from 1.797 to 1.791 V. Ion crowding is more serious: the T phase has one added electron per 1.04 nm², so a constant capacitance is doubtful. Lowering $C$ by 30%, with all else fixed, raises $V_t$ to 2.34 V.

The voltage also stretches the film, since a larger area lowers the grand energy. The tension is $\kappa_{\rm T}u^2/(2a_{\rm T})=0.81$ eV/nm², or 0.13 N/m. For a rough Young modulus of 80 N/m and Poisson ratio 0.25, the area modulus is $80/[2(1-0.25)]=53$ N/m. The area strain of T is 0.24%, and the associated energy is 0.11 meV per formula unit, which is negligible here. This estimate holds the density of states per area fixed and leaves out any shift of the thresholds with strain.

Clamping is not negligible. If T must keep the lattice of H, its two cell sides are strained by $s_1=2.03\%$ and $s_2=-4.44\%$. Isotropic linear elasticity, with sheet modulus $Y$ and Poisson ratio $\nu$, gives

$$\frac{a_{\rm T}Y}{2(1-\nu^2)}\left(s_1^2+s_2^2+2\nu s_1s_2\right)=56.6\ {\rm meV}\tag{32}$$

per formula unit, comparable to $\Delta$. Adding this to $\Delta$ and setting $a_{\rm T}=a_{\rm H}$, with thresholds and densities of states held fixed, raises $V_t$ to 3.88 V. These numbers belong to rectangular cells of $0.352\times0.6097$ nm for H and $0.345\times0.638$ nm for T, and they are sensitive to that choice: an H lattice constant of 0.3519 nm with a T cell of $0.3469\times0.633$ nm gives 38.5 meV and 3.27 V. At 3.88 V the H band is filled to 0.40 eV above its edge, where higher conduction valleys left out of $D_{\rm H}$ would be occupied and would raise $V_t$ further.

### Relation to real devices

Ionic-liquid gating has been used to drive monolayer MoTe2 between these two phases at gate voltages of a few volts. The free-film result of 1.80 V lies inside a rough electrochemical window of 3 V; the clamped result lies outside it. A real film adheres to its substrate, so the assumption of free sliding is doubtful, and full clamping moves the model voltage by 2.1 V for the cells used here. The transformation must also nucleate, which can delay switching beyond $V_t$ in either direction. The model contains no nucleation barrier and does not predict the hysteresis. At about 0.1 added electron per formula unit, the assumption of rigid bands is also uncertain.

A solid gate meets a different limit. For a 5 nm oxide of relative permittivity 20, with the same film and thresholds, $V_t$ is 4.01 V. The oxide fields over H and T are then 6.7 and 7.6 MV/cm, above a rough breakdown field of 5 MV/cm. An oxide of this thickness would fail before the transition. The conclusion depends on the thickness. Because $a_{\rm T}>a_{\rm H}$, the charge needed falls as $C$ falls: for a 50 nm layer, (22)–(24) give $V_t\approx24$ V and fields of 4.6 and 4.7 MV/cm, just below the rough limit. This reduction comes from the gain in gated area and requires a film free to slide; with $a_{\rm T}=a_{\rm H}$ the charge tends to a constant of order $\Delta/\delta$ as $C$ falls. The numerical output lists the input values and the main results.

## Computed values

```
neutral energy difference T-H: 40 meV/f.u.
work function gate, T; affinity H: 4.5, 4.4, 4.0 eV
H mass 0.55 m_e, degeneracy 4
density of states H, T: 4.595, 6.000 1/(eV nm2)
rectangular cell H: 0.352 x 0.6097 nm
rectangular cell T: 0.345 x 0.6380 nm
area per f.u. H, T: 0.10730, 0.11006 nm2
gate capacitance: 10.0 uF/cm2 = 0.6242 e/(V nm2)
thresholds w_H, w_T: 0.50, 0.10 eV
kappa_H, kappa_T: 0.05896, 0.06222 1/eV per f.u.
largest Delta with neutral H: 4.98 meV/f.u.
coexistence voltage, formula: 1.7972 V
coexistence voltage, numerical minimum: 1.7972 V
common-tangent slope, convex hull: 1.7972 V
q_H, q_T: 0.07649, 0.10560 e/f.u.
width q_T - q_H: 0.02911 e/f.u.
density H, T: 7.13, 9.60 1e13/cm2
charge density H, T: 11.42, 15.37 uC/cm2
fixed charge chosen: 0.090 e/f.u.
T fraction, lever rule: 0.4641; minimised: 0.4641
source work per converted f.u.: 52.31 meV
energy change f_T - f_H: 52.31 meV
least f_T - f_H up to 5 V, no source work: 40.00 meV
dV_t/dDelta, formula: 34.35, numerical: 34.35 V/eV
test case T density of states: 1.5 1/(eV nm2)
its no-transition bound on Delta: 21.88 meV/f.u.
uniform film switches at: 0.09085 e/f.u.
its voltage before, after: 2.041, 1.560 V
gain by phase separation there: 1.748 meV/f.u.
wall energy chosen: 1.0 eV/nm
minimum film length for one wall: 61.4 nm
V_t with electrons at 300 K: 1.7909 V
V_t shift per 10 meV in Delta: 0.344 V
film area per ion charge at T: 1.04 nm2
V_t at 7.0 uF/cm2: 2.341 V
Young modulus 80 N/m, Poisson ratio 0.25
electrostatic area strain of T: 0.245 %
its energy: 0.110 meV/f.u.
strains of T clamped to H cell: 2.03, -4.44 %
clamping energy: 56.6 meV/f.u.
V_t of clamped film: 3.881 V
electrochemical window (rough): 3.0 V
oxide: 5 nm, relative permittivity 20
oxide-gated V_t: 4.014 V
oxide field over H, T: 6.71, 7.55 MV/cm
oxide breakdown field (rough): 5 MV/cm
```
